# Energy released by a crossbar line during selector snapback

## Problem

In a crossbar memory, each cell consists of a memory element in series with a selector, a two-terminal device that blocks current until its voltage reaches a threshold. It then switches to a conducting state in which it needs a smaller voltage. This sudden drop in voltage is called snapback. Part of the charge already stored on the line then flows through the cell, even if the driver at the far end of the line is limited to a much smaller current.

A line of capacitance $C=50$ fF is charged to $V_1=2$ V when its selector switches on. The other terminal of the cell is grounded. The line discharges through the cell to $V_2=1$ V.

Take $C$ to be independent of voltage and to be a capacitance to ground. Let the driver supply negligible charge during the discharge.

**(a)** How much energy does the line capacitance release?

**(b)** Describe the conducting selector by a constant holding voltage $V_2$ in series with a resistance $R_s=1$ kΩ. The memory element adds 2 kΩ and the line adds 2 kΩ. How long does the discharge take, and how much heat appears in the selector? What does the quantity $\tfrac12 C(V_1-V_2)^2$ measure?

**(c)** Which of these answers change if the selector switches gradually, if the line resistance is distributed, or if neighbouring lines are biased? How strongly does the selector heat up?

## Hints

1. The line voltage falls while the charge leaves, so the charge cannot be multiplied by a single end voltage. Find the energy carried by a small charge $dq$ leaving at voltage $v$, then add up the contributions.

2. The capacitor does not empty. Compare the energy stored before the discharge with the energy stored after it.

3. In part (b), the line voltage is the sum of a constant part and a resistive part. Multiply each by the current and integrate separately.

4. In part (c), look for integrals over time that can be turned into integrals over voltage. Such integrals do not depend on how quickly the discharge proceeds.

## Solution

### (a) The energy released

Let $v(t)$ be the line voltage and $i(t)$ the current leaving the line through the cell, counted positive. The charge on the line is $Cv$, and it decreases at the rate $i$:

$$i=-C\frac{dv}{dt}.$$

The minus sign makes $i$ positive while $v$ falls. The power delivered to the discharge path is $vi$, so the energy delivered is

$$E=\int v\,i\,dt=-C\int_{V_1}^{V_2}v\,dv=C\int_{V_2}^{V_1}v\,dv .$$

Exchanging the limits has absorbed the minus sign. The integral of $v$ is $v^2/2$, hence

$$E=\tfrac12 C\left(V_1^2-V_2^2\right).$$

This is the stored energy before the discharge minus the stored energy after it. With the given values,

$$\tfrac12 CV_1^2=\tfrac12(50\ \text{fF})(2\ \text{V})^2=100\ \text{fJ},$$

$$\tfrac12 CV_2^2=\tfrac12(50\ \text{fF})(1\ \text{V})^2=25\ \text{fJ},$$

$$E=100\ \text{fJ}-25\ \text{fJ}=75\ \text{fJ}.$$

The units agree because one farad times one volt squared is one joule.

Factoring the difference of squares gives a second reading:

$$E=C(V_1-V_2)\,\frac{V_1+V_2}{2}=Q\,\bar v .$$

The charge that leaves is $Q=50\ \text{fF}\times1\ \text{V}=50$ fC, and it leaves at a mean voltage $\bar v=1.5$ V. The product is again 75 fJ. This charge corresponds to about $3.1\times10^5$ electrons, each delivering 1.5 eV on average, or $4.7\times10^5$ eV in all.

Two limits show how the formula behaves. If $V_2\to0$, the whole stored energy of 100 fJ is released. If the drop $\Delta V=V_1-V_2$ is small, then $E\approx CV_1\Delta V$, which is linear in the drop: a small charge leaves at nearly the full voltage.

### (b) Duration and place of the heating

The total series resistance is $R=1+2+2=5$ kΩ. While the selector conducts,

$$v=V_2+Ri .$$

Inserting $i=-C\,dv/dt$ gives

$$\frac{dv}{dt}=-\frac{v-V_2}{RC}.$$

The difference $v-V_2$ therefore decays exponentially from its initial value $V_1-V_2$:

$$v(t)=V_2+(V_1-V_2)e^{-t/\tau},\qquad i(t)=\frac{V_1-V_2}{R}e^{-t/\tau},\qquad \tau=RC .$$

The time constant is $\tau=5\ \text{kΩ}\times50\ \text{fF}=250$ ps, and the peak current is $1\ \text{V}/5\ \text{kΩ}=200$ µA. In this model the line approaches 1 V without reaching it in a finite time. After one time constant the voltage is $1+e^{-1}=1.37$ V, and about 53 fJ of the 75 fJ has been released.

To locate the heat, multiply $v=V_2+Ri$ by $i$ and integrate:

$$E=V_2\int i\,dt+\int Ri^2\,dt .$$

The first integral is the charge $Q$, so the holding-voltage part receives

$$E_h=V_2Q=V_2C(V_1-V_2)=1\ \text{V}\times50\ \text{fC}=50\ \text{fJ}.$$

For the second, write $Ri=v-V_2$ and $i\,dt=-C\,dv$:

$$E_R=\int (v-V_2)\,i\,dt=C\int_{V_2}^{V_1}(v-V_2)\,dv=\tfrac12C(V_1-V_2)^2=25\ \text{fJ}.$$

This answers the last question of part (b). The quantity $\tfrac12C(V_1-V_2)^2$ is the heat produced in the resistances. It equals the total energy released if $V_2=0$, but here it is one third of the total.

The same current passes through all three resistances, so the 25 fJ divides in proportion to resistance. The selector's resistance takes one fifth, and the selector as a whole receives

$$E_s=E_h+\frac{R_s}{R}E_R=50\ \text{fJ}+\frac{1}{5}\,(25\ \text{fJ})=55\ \text{fJ}.$$

The memory element and the line receive 10 fJ each. Thus "75 fJ released during snapback" describes the line capacitance; it is not the heat produced in the selector.

### (c) What changes and what does not

**Gradual switching.** Let the selector resistance be a function of time, so that the total resistance is $R(t)$. The relation $R(t)\,i=v-V_2$ still holds at each instant, and the integral for $E_R$ never used a constant $R$. For the same end voltages, the total remains 75 fJ and the resistances still take 25 fJ together.

The discharge takes longer, because the added resistance lowers the current at any given line voltage. The division among the resistances also changes. During switching, the selector holds a larger fraction of the total resistance than its final one fifth, so it takes a larger fraction of the heat. As an example, add to $R_s$ an extra resistance that starts at 1000 kΩ and decays exponentially with a time constant of 20 ps. Numerical integration of the circuit equation then gives 57.7 fJ in the selector instead of 55 fJ. The shift is small because 20 ps is short compared with $RC$. With a decay time of 200 ps the selector takes about 67 fJ, and with 1 ns about 73 fJ.

**Distributed line resistance.** Each short section of the line starts at $V_1$ and ends at $V_2$. Adding the energies released by all sections gives the same 75 fJ. However, charge stored close to the cell does not cross the whole line resistance. The discharge is therefore shorter than in the lumped circuit. Less heat is produced in the line, and more is left for the cell.

To size this shift, divide the line into 20 equal sections, each with its share of the capacitance and resistance, and place the cell at the far end from the driver. Numerical integration gives 56.8 fJ in the selector, and with ever finer sections the value approaches 56.9 fJ. The lumped value of 55 fJ is therefore low by about 3% of the distributed-line value. Other quantities move more. For the continuous line the peak current is $1\ \text{V}/3\ \text{kΩ}=333$ µA instead of 200 µA, the slowest time constant is about 185 ps, and the memory element and the line receive 13.7 fJ and 4.4 fJ instead of 10 fJ each.

**Biased neighbours.** Much of a line's capacitance may be to other lines, which are often held at an intermediate voltage $V_b$ rather than at ground. The charge leaving through the cell is still $-C\,dv$, so the energy delivered to the line and cell is still $\tfrac12C(V_1^2-V_2^2)$. The energy lost by the electric field is now different:

$$\tfrac12C\left[(V_1-V_b)^2-(V_2-V_b)^2\right]=\tfrac12C(V_1^2-V_2^2)-CV_b(V_1-V_2).$$

The squares of $V_b$ have cancelled. The amount subtracted, $CV_b(V_1-V_2)$, is the work done by the bias source, which passes the charge $C(V_1-V_2)$ at voltage $V_b$. If all of the capacitance were to neighbours held at 1 V, the field would release 25 fJ and the source would supply 50 fJ. The line and cell would still receive 75 fJ. The circuit equation for $v$ is also unchanged, so the duration and the division of the heat remain those of part (b). All of this assumes that the neighbouring lines themselves stay at $V_b$ during the discharge. If their resistance is not negligible, the neighbours are pulled down at first, so the line voltage can initially fall faster, while the late stage of the discharge is slower. Part of the heat then appears in the neighbours, and the line and cell receive less than 75 fJ.

**Self-heating.** Take a selector film 20 nm thick with an area of 50 nm × 50 nm, and a heat capacity per volume of $1.5\times10^6$ J/(m³ K). Its volume is $5\times10^{-23}$ m³, so its heat capacity is $7.5\times10^{-17}$ J/K, or 0.075 fJ/K. If none of the 55 fJ escaped, the mean temperature would rise by

$$\Delta T=\frac{55\ \text{fJ}}{0.075\ \text{fJ/K}}\approx 730\ \text{K}.$$

This is an upper bound for the stated heat input, because heat does escape. With a thermal conductivity of 0.3 W/(m K), the thermal diffusivity is $D=0.3/(1.5\times10^6)=2\times10^{-7}$ m²/s. For electrodes held at a fixed temperature, the slowest thermal mode of the film decays in the time

$$t_{\rm th}=\frac{d^2}{\pi^2D}=\frac{(20\ \text{nm})^2}{\pi^2\,(2\times10^{-7}\ \text{m}^2/\text{s})}\approx 200\ \text{ps}.$$

This is close to the electrical time constant of 250 ps, so neither perfect insulation nor a steady state is a good approximation. The one-dimensional heat equation, solved by finite differences with the selector's power spread evenly through the film, gives a peak mean rise of about 200 K after about 210 ps. The peak rise in the middle of the film is about 300 K. These figures hold for the lumped circuit, ideal heat-sink electrodes and uniform heating, and they are sensitive to all three. The current of the distributed line raises the peak mean rise to about 250 K. A thermal boundary resistance of $1\times10^{-8}$ to $3\times10^{-8}$ m² K/W at the electrodes raises it to between 300 K and 400 K. If the holding voltage is dropped at the contacts rather than through the film, the mean rise falls to about 25 K for ideal heat sinks, and to between 160 K and 300 K with those boundary resistances. If the current were confined to a narrow filament, the local rise would be larger. The 200 K is therefore an order-of-magnitude estimate and not a prediction for a real cell.

### The model and a real selector

The parameters are round values meant for a chalcogenide threshold selector. A film some tens of nanometres thick, a threshold of one to a few volts and an on-resistance of the order of a kilohm are rough typical sizes. Here the field at threshold is $2\ \text{V}/20\ \text{nm}=1$ MV/cm. The line capacitance corresponds to 0.2 fF/µm over a length of 250 µm.

The constant holding voltage is a weak assumption, since a temperature rise of hundreds of kelvin can alter the conducting state. The model does not predict the size of that change, but the energy formula gives its consequence. If the final voltage were 1.1 V instead of 1.0 V, the release would be $\tfrac12(50)(4-1.21)\approx70$ fJ; at 0.9 V it would be about 80 fJ. An uncertainty of 0.1 V in the final voltage thus moves the answer by 6% to 7%.

Two other omissions have much less effect on the energies. With an inductance of 1 pH/µm, the line has $L=0.25$ nH. Then $L/R=0.05$ ps, far below 250 ps, and the magnetic energy at a current of 200 µA is 0.005 fJ. The selector's own capacitance, for a relative permittivity of 10, is $\varepsilon_r\varepsilon_0A/d=0.011$ fF, or about 0.02% of the line capacitance.

## Variation 1: the selector turns off early

**Question.** The selector stops conducting when its current falls to $I_h=10$ µA. The other values are those of part (b), and the driver is still disconnected. When does the discharge stop, and how much energy has been released?

**Solution.** At turn-off the line voltage is

$$V_{\rm off}=V_2+RI_h=1\ \text{V}+(5\ \text{kΩ})(10\ \text{µA})=1.05\ \text{V}.$$

The current has fallen from 200 µA to 10 µA, a factor of 20, so

$$t_{\rm off}=\tau\ln20=250\ \text{ps}\times2.996\approx749\ \text{ps}.$$

The energy released is

$$E_{\rm off}=\tfrac12(50\ \text{fF})\left[(2\ \text{V})^2-(1.05\ \text{V})^2\right]\approx72.4\ \text{fJ}.$$

This is about 3% below 75 fJ. The holding current matters to the total because it changes the final voltage. With turn-off at a finite current, slow switching can matter too: if the selector resistance is still falling at turn-off, the line is left at a higher voltage and less energy is released.

## Variation 2: the driver stays connected

**Question.** A source of $V_1=2$ V remains connected to the line through $R_d=200$ kΩ. The selector again turns off at 10 µA. How much energy does the source supply before turn-off, and how much heat appears in the line and cell? Treat the line as a lumped circuit.

**Solution.** The driver current $(V_1-v)/R_d$ now flows into the line:

$$C\frac{dv}{dt}=\frac{V_1-v}{R_d}-\frac{v-V_2}{R}.$$

Setting the right-hand side to zero gives the voltage towards which the line relaxes:

$$v_\infty=\frac{RV_1+R_dV_2}{R+R_d}=\frac{5\times2+200\times1}{205}\ \text{V}=1.0244\ \text{V}.$$

The coefficient of $v$ gives the new time constant,

$$\tau'=C\,\frac{RR_d}{R+R_d}=50\ \text{fF}\times4.878\ \text{kΩ}=243.9\ \text{ps}.$$

Turn-off still occurs at 1.05 V, because the cell current is still $(v-V_2)/R$. The time is

$$t'=\tau'\ln\frac{V_1-v_\infty}{V_{\rm off}-v_\infty}\approx888\ \text{ps}.$$

To find the source energy, integrate $V_1(V_1-v)/R_d$. Since $v-v_\infty$ decays exponentially, its time integral is $\tau'(V_1-V_{\rm off})$, and therefore

$$W=\frac{V_1}{R_d}\left[(V_1-v_\infty)t'-\tau'(V_1-V_{\rm off})\right]\approx6.3\ \text{fJ}.$$

The line capacitance releases the same 72.4 fJ as in Variation 1, because its end voltages are the same. With one more digit kept to avoid rounding errors, the total heat is $72.44+6.34=78.78$ fJ. Integrating $(V_1-v)^2/R_d$ over the same interval gives 2.54 fJ in the driver resistance, which leaves $78.78-2.54=76.24$ fJ, or about 76.2 fJ, in the line and cell.

The selector turns off here because the steady current $(V_1-V_2)/(R+R_d)=4.9$ µA is below 10 µA. It would stay on if $R+R_d$ were less than $1\ \text{V}/10\ \text{µA}=100$ kΩ, that is, for $R_d<95$ kΩ. The source would then go on heating the cell for as long as it was connected, even after the line voltage had settled and the capacitance had stopped releasing energy.

Numbers in the example were calculated in double precision.
